The Rytova-Keldysh Potential and Why 2p Excitons Lie Below 2s

**Theorem.** Let a flat, isotropic, infinitely thin sheet in vacuum have the static dielectric function

ε(q) = 1 + r₀q,  r₀ = 2πα,

where α > 0 is its polarizability, a length in Gaussian units. Then an electron and a hole in the sheet at distance r attract each other with the potential energy

V(r) = −(πe²/2r₀) [H₀(r/r₀) − Y₀(r/r₀)],

where H₀ is the Struve function and Y₀ the Neumann function. Let their relative motion be that of one particle with reduced mass μ and kinetic energy p²/2μ. Label the bound levels by m = 0, 1, 2, … (s, p, d, …), the magnitude of the angular momentum, and by n = k + m + 1, where k is the number of radial nodes. Then for every r₀ > 0

E(n, m+1) < E(n, m),  0 ≤ m ≤ n−2.

In particular 2p lies below 2s, and 3d < 3p < 3s.

The model leaves out electron-hole exchange, the frequency dependence of the screening, and the corrections that the Bloch functions of Dirac-like bands bring to the relative motion. For a real layer of thickness d, the linear ε(q) is a long-wavelength form, valid for qd ≪ 1.

**Lemma 1 (screening by the sheet).** The interaction in Fourier space is V(q) = −2πe²/[q(1 + r₀q)].

Proof. Consider first a charge density ρ(q) per area in the plane z = 0. Away from the plane the potential obeys Laplace's equation, so it is φ(q)e^(−q|z|). Its slope in z jumps by −2qφ(q) at the plane, and Gauss's law sets this jump equal to −4πρ(q). Hence φ = 2πρ/q.

The total in-plane field −∇φ polarizes the sheet, with dipole moment −α∇φ per area. The induced charge is minus the divergence of this, α∇²φ, or −αq²φ in Fourier space. Adding it to the external charge gives

φ(q) = (2π/q)[ρ_ext(q) − αq²φ(q)],

φ(q)(1 + 2παq) = 2πρ_ext(q)/q.

The bracket on the left is ε(q). A hole at the origin has ρ_ext = e, and the electron's energy is −eφ, which is the stated V(q). ∎

From here on lengths are in units of ħ²/(μe²) and energies in units of μe⁴/ħ². The Hamiltonian of relative motion is then −½∇² + V, with e² = 1 in V.

**Lemma 2 (real-space form).** With x = r/r₀,

V(r) = −∫₀^∞ dt e^(−t)/√(r² + r₀²t²) = −(π/2r₀)[H₀(x) − Y₀(x)].

Proof. In the inverse transform ∫d²q/(2π)² e^(iq·r)V(q), the angular integral gives 2πJ₀(qr), and the factor q of the area element cancels the 1/q:

V(r) = −∫₀^∞ dq J₀(qr)/(1 + r₀q).

Two identities turn this into a smooth integral. The first is

1/(1 + r₀q) = ∫₀^∞ dt e^(−t) e^(−r₀tq).

The second is

∫₀^∞ dq J₀(qr)e^(−sq) = 1/√(r² + s²).

It holds because 2πe^(−sq)/q is, by the proof of Lemma 1, the potential of a unit charge seen in a plane at distance s from it. Inserting the first identity and using the second with s = r₀t gives the first form of V. The exchange of integrals is justified by a factor e^(−δq), which makes the double integral absolutely convergent; δ → 0 is taken at the end.

Now substitute t = xs. Then dt = x ds, the root becomes r√(1 + s²), and x/r = 1/r₀. So V = −F(x)/r₀ with

F(x) = ∫₀^∞ ds e^(−xs)/√(1 + s²).

Two derivatives bring down s², so

F″ + F = ∫₀^∞ ds √(1 + s²) e^(−xs).

One derivative brings down −s. Since s/√(1 + s²) is the derivative of √(1 + s²), integration by parts gives

F′ = −[√(1 + s²)e^(−xs)]₀^∞ − x∫₀^∞ ds √(1 + s²)e^(−xs) = 1 − x(F″ + F).

Thus xF″ + F′ + xF = 1. The Struve function H₀ solves xy″ + y′ + xy = 2/π and vanishes at x = 0. The homogeneous equation is Bessel's, so

F = (π/2)H₀ + aJ₀ + bY₀.

The constants follow from small x. Integrating F by parts and setting u = xs,

F = ∫₀^∞ du e^(−u) arsinh(u/x) → ∫₀^∞ du e^(−u) ln(2u/x) = ln(2/x) − γ,

where γ = −∫₀^∞ du e^(−u) ln u is Euler's constant. In the same limit J₀ → 1 and Y₀ → (2/π)[ln(x/2) + γ]. The logarithm requires b = −π/2. The term bY₀ then supplies −γ as well, so a = 0. ∎

**Remark (limits).** For r ≪ r₀ the attraction is logarithmic:

V ≈ −[ln(2r₀/r) − γ]/r₀.

For r ≫ r₀, expand the root in the first form of V and use ∫₀^∞ dt t²e^(−t) = 2:

V ≈ −1/r + r₀²/r³.

The sheet does not screen at large distance, because the field lines then run mostly through the vacuum. This tail also ensures infinitely many bound levels for each m: a trial function spread over a ring from R to 2R has kinetic energy of order 1/R² and potential energy of order −1/R, and there is room for any number of such rings that do not overlap.

**Lemma 3 (force charge).** The function Q(r) = r²V′(r) has Q′ > 0 and rises from 0 to 1.

Proof. Differentiating the first form of V,

Q = ∫₀^∞ dt e^(−t) r³/(r² + r₀²t²)^(3/2),

Q′ = ∫₀^∞ dt e^(−t) 3r²r₀²t²/(r² + r₀²t²)^(5/2) > 0.

The fraction in Q goes from 0 at r = 0 to 1 at r → ∞ for each t > 0. ∎

The attractive force is Q/r², so Q is the fraction of the bare Coulomb force that acts at distance r.

**Lemma 4 (curvature of the lowest state).** For given m, write the lowest radial function as u = r^m φ with φ > 0, and let g = −φ′/φ. Then g′ > 0 for all r > 0.

Proof. The radial equation is

−½(u″ + u′/r − m²u/r²) + Vu = Eu.

Inserting u = r^m φ, the terms in φ/r² have the coefficient m(m−1) + m − m² = 0. With N = 2m + 1 there remains

φ″ + Nφ′/r = 2(V − E)φ.

Since φ′ = −gφ and φ″ = (g² − g′)φ, this becomes

g′ = g² − Ng/r − 2(V − E).

Differentiate once more:

g″ = 2gg′ − Ng′/r + Ng/r² − 2V′.

Let G = r^N φ² g′, which has the sign of g′. Because (r^N φ²)′ = r^N φ²(N/r − 2g), the terms in g′ cancel:

G′ = r^N φ²(g″ + Ng′/r − 2gg′) = r^(N−2) φ² D,  D = Ng − 2Q.

The ends are as follows. Near r = 0, integrating (r^N φ′)′ = 2(V − E)r^N φ from the origin gives g ≈ −2Vr/(N+1) to leading logarithmic order. The equation for g′ then gives g′ ≈ −2V[1 − N/(N+1)] = −2V/(N+1), which is positive. So G > 0 near the origin.

At large r, g tends to κ = √(−2E). If g stayed above κ by a finite amount, g′ ≈ g² − κ² would make it diverge at finite r, and φ would have a node. If it fell below by a finite amount, it would run to −κ and φ would grow. Hence g′ stays bounded, r^N φ² → 0, and G → 0.

Suppose now that G vanishes somewhere, first at r₁. Since G > 0 before r₁, G′(r₁) ≤ 0 and so D(r₁) ≤ 0. Equality is impossible: as g′(r₁) = 0, we have D′(r₁) = −2Q′(r₁) < 0, so D would be positive just before r₁, and G would be rising to zero from negative values. Thus D(r₁) < 0, and G is negative just beyond r₁. As long as G < 0, also g′ < 0, so D′ = Ng′ − 2Q′ < 0; D stays negative and G keeps falling. G then cannot tend to zero at infinity, a contradiction. ∎

**Lemma 5 (factorization).** Let h_m = −½(d²/dr² + (1/r)d/dr − m²/r²) + V, with levels E₀ < E₁ < … and radial functions R₀ = u, R₁, …. Then for k ≥ 1 the functions f_k = R_k′ − (u′/u)R_k are bound states of h_(m+1) + g′ with energies E_k.

Proof. Put w = u′/u = m/r − g and A = d/dr − w, so f_k = AR_k. With the measure r dr, the adjoint is A† = −d/dr − 1/r − w. Multiplying out,

A†A = −d²/dr² − (1/r)d/dr + w′ + w/r + w²,

AA† = −d²/dr² − (1/r)d/dr + 1/r² − w′ + w/r + w².

Since u″/u = w′ + w², the radial equation for u reads w′ + w² + w/r = m²/r² + 2(V − E₀). Therefore ½A†A = h_m − E₀. The difference of the two products is

AA† − A†A = 1/r² − 2w′ = (2m + 1)/r² + 2g′,

because w′ = −m/r² − g′. As (m+1)² − m² = 2m + 1, this means

½AA† + E₀ = h_(m+1) + g′.

Applying A to ½A†A R_k = (E_k − E₀)R_k gives ½AA† f_k = (E_k − E₀)f_k, which is the claimed eigenvalue equation.

It remains to check the behaviour at the ends. The radial equations for u and R_k give

[r(uR_k′ − u′R_k)]′ = −2(E_k − E₀) r u R_k.

The bracket equals r u f_k. Integrating from 0, where u and R_k go as r^m, gives r u f_k ∝ r^(2m+2), hence f_k ∝ r^(m+1), as angular momentum m+1 requires. At infinity f_k decays with R_k. The boundary terms in the partial integrations vanish, so for normalized R_k

⟨f_j|f_k⟩ = ⟨R_j|A†A|R_k⟩ = 2(E_k − E₀)δ_jk.

None of the f_k is zero, and they are mutually orthogonal. ∎

**Proof of the theorem.** Lemmas 1 and 2 give the potential. For the levels, take any normalized combination f of f₁, …, f_k. By Lemma 5, ⟨h_(m+1) + g′⟩ ≤ E_k in f, so

⟨h_(m+1)⟩ ≤ E_k − ⟨g′⟩.

By Lemma 4 the mean of g′ is positive. It is finite, since g′ diverges only logarithmically at the origin, and on the unit sphere of a k-dimensional space it has a positive minimum. The min-max principle then puts the k-th level of h_(m+1), counted from one, strictly below E_k. That level has k−1 nodes and angular momentum m+1, so its n is (k−1) + (m+1) + 1 = k + m + 1. The level E_k of h_m has k nodes and the same n. ∎

**Remark (Coulomb case).** For V = −1/r, Q = 1 everywhere. The function φ = e^(−κr) has constant g = κ, and the equation for g′ requires κ = 2/(2m+1) and E₀ = −κ²/2. With g′ = 0, h_(m+1) has the levels of h_m without the lowest: A carries each R_k with k ≥ 1 to a level of h_(m+1), and A† carries each level of h_(m+1) back to one of h_m, since A†f = 0 has only the non-normalizable solution f ∝ 1/(ru). This gives the degenerate two-dimensional hydrogen series

E_n = −1/[2(n − ½)²].

The rise of Q is what lifts this degeneracy in the stated direction. The proof uses the form of V only through Q′ > 0 and the behaviour at the ends. As a control with falling Q, the program takes V = −e^(−r/10)/r, and there 2s lies below 2p, by 0.0020 energy units.

**Remark (weak screening).** For r₀ ≪ 1 the place of the s level at the top of each shell has a simple picture. In Fourier space V differs from the bare attraction by

2π/q − 2π/[q(1 + r₀q)] = 2πr₀/(1 + r₀q) ≈ 2πr₀,

a constant, which in real space is a repulsive contact term 2πr₀δ(r). The replacement needs r₀q ≪ 1 over the wavevectors of the state, so it gives the leading slope in r₀ and becomes quantitative only for very small r₀. To first order in r₀ it raises s levels, which have density at r = 0, and leaves the others in place. The order among levels with m ≥ 1, such as 3d < 3p, is not decided at this order; it follows from the theorem.

**Remark (strong screening).** For r₀ ≫ 1 the low levels see the logarithm. With r = √r₀ y the Hamiltonian becomes

(1/r₀)[−½∇_y² + ln y] − [½ ln r₀ + ln 2 − γ]/r₀.

Their size grows as √r₀, which is small against r₀, so the approximation is consistent. The gaps between these low levels scale as 1/r₀, and the ratio (E_2s − E_2p)/(E_2s − E_1s) tends to a pure number, computed as 0.242. For r₀ = 1, 10, 100 and 1000 the ratio is 0.096, 0.177, 0.218 and 0.234.

**Corollary (bracket for the splitting).** Let g belong to 1s. Then

⟨g′⟩ in f₁ ≤ E_2s − E_2p ≤ ⟨g′⟩ in 2p.

Proof. The left inequality is the bound above for m = 0, k = 1. For the right one, note that r u f₁ is −2(E₁ − E₀) times the integral of r u R₁ from 0 to r. Choose R₁ positive near the origin. As it has one node, the integral first rises, then falls, and by orthogonality ends at zero; so it has no zero in between. Thus f₁ has no node and is the ground state of h₁ + g′, with energy E_2s. Using 2p as a trial function for this operator gives E_2s ≤ E_2p + ⟨g′⟩. ∎

**Worked example.** Take the round parameters μ = 0.25 electron masses and α = 6 Å; they stand for no particular material. Then r₀ = 2π × 6 Å = 37.7 Å. The length unit is 2.117 Å and the energy unit 6802.8 meV, so r₀ = 37.70/2.1167 = 17.8 length units, well outside the weak-screening regime.

At r = 5 Å the potential is −861 meV, against −2880 meV for the bare attraction, and Q = 0.12. At 200 Å the two are −69.9 and −72.0 meV, and Q = 0.92.

The levels and mean radii are:

1s: −595.3 meV, 8.8 Å
2p: −334.4 meV, 20.4 Å
2s: −272.8 meV, 29.8 Å
3d: −219.9 meV, 34.3 Å
3p: −193.7 meV, 44.9 Å
3s: −165.7 meV, 56.3 Å

The decimal is kept to resolve differences within the model; the model's accuracy for a real layer is a separate matter. The splitting is

E_2s − E_2p = −272.8 + 334.4 = 61.6 meV,

between the bounds 55.0 and 68.4 meV of the corollary. In the third shell, 3s lies 28.0 meV above 3p, and 3p lies 26.2 meV above 3d.

The series is not hydrogenic in its spacing either. A constant dielectric number ε would divide every hydrogen level by ε² and keep the ratio E_1s/E_2s = (3/2)²/(1/2)² = 9. Here the ratio is 595.3/272.8 = 2.18. Fitting ε level by level makes the point again. The unscreened 1s level is −2 × 6802.8 = −13606 meV, so

ε_1s = √(13606/595.3) = 4.78.

The same procedure gives 2.35 for 2s and 1.81 for 3s. Along the s series the fitted value falls as the mean radius grows. Size alone does not fix it: 2p is smaller than 2s, yet its fitted value is lower, 2.13, and 3d, smaller than 3s, has 1.57. No single dielectric constant reproduces this series.

The numerical check checks the potential, the levels, the factorization and the bracket numerically.

**Remark (where the result can fail).** If the smallest states are not large compared with the layer thickness, wavevectors with qd of order one matter, and the linear ε(q) must be replaced. The ordering survives such a change if the new potential still has Q′ > 0 and the same kind of behaviour at the ends. An anisotropic mass or polarizability mixes angular momenta, and the labels s, p and d lose their strict meaning. In Dirac-like bands, Bloch-function corrections can separate the two 2p states of opposite angular momentum. The theorem does not cover them; in the example they would have to shift the levels relative to each other by more than about 60 meV to bring a 2p state above 2s.

Calculated quantities

```
reduced mass mu = 0.25 electron masses
sheet polarizability alpha = 6.0 Å
screening length r0 = 37.70 Å
exciton length unit = 2.1167 Å
exciton energy unit = 6802.8 meV
r0 in exciton length units = 17.810
largest potential error (r0 = 1 units) = 2.1e-14
r (Å), V Keldysh (meV), V Coulomb (meV), Q
   5.0    -861.2   -2879.9  0.1182
  20.0    -436.8    -720.0  0.3631
  50.0    -233.9    -288.0  0.6218
 200.0     -69.9     -72.0  0.9233
state, E (meV), mean r (Å), E 2D hydrogen (meV), effective eps
1s   -595.26    8.79  -13605.7   4.781
2p   -334.40   20.43   -1511.7   2.126
2s   -272.80   29.77   -1511.7   2.354
3d   -219.90   34.29    -544.2   1.573
3p   -193.68   44.91    -544.2   1.676
3s   -165.71   56.26    -544.2   1.812
E(2s) - E(2p) = 61.60 meV
lower bound, mean g' in partner state = 54.99 meV
upper bound, mean g' in 2p = 68.41 meV
E(3s) - E(3p) = 27.98 meV
E(3p) - E(3d) = 26.22 meV
E(1s)/E(2s) = 2.182
E(1s)/E(2s), 2D hydrogen = 9.000
largest level difference, two roads = 3.0e-05 meV
largest partner-level error = 6.3e-08 meV
Yukawa control E(2s)-E(2p) = -0.00201 exciton units
r0 (exciton units), (E2s-E2p)/(E2s-E1s), E1s/E2s
    1.0   0.0955    4.124
   10.0   0.1773    2.412
  100.0   0.2180    1.745
 1000.0   0.2339    1.465
(E2s-E2p)/(E2s-E1s), logarithmic potential = 0.2424
```
